# Lateral Stability of a Biased Line Between Two Grounded Neighbours

A rigid line on a lateral spring of 1.58 N/m faces one grounded neighbour across a 20 nm air gap. In a plate model it snaps to that neighbour at 2.66 V. Put a second grounded neighbour at the same distance on the other side, and the line survives up to 3.45 V. A second attracting body has made the line safer, by a factor of 1.30 in voltage. The manner of failure has changed too: the first line has moved a third of the gap before it snaps, while the second has not moved at all.

Both facts are derived below, by comparing the one-neighbour case with the centred line. The centred line loses stability at

\[
V_c=\sqrt{\frac{Kg^3}{2\varepsilon_0A}} .
\]

Here \(K\) is the total lateral stiffness, \(g\) the gap on each side at rest, and \(A\) the facing area of one side. The displacement \(x\) is positive to the right. The neighbours are fixed and grounded, the gaps are empty, and the fields are those of parallel plates. These assumptions hold until they are relaxed below.

## First derivation: energy of a rigid line

The gaps are \(g-x\) and \(g+x\). The two capacitors share the line as one electrode and ground as the other, so they add:

\[
C(x)=\varepsilon_0A\left[\frac1{g-x}+\frac1{g+x}\right]
=\frac{2\varepsilon_0Ag}{g^2-x^2}.
\]

At fixed \(V\) the source must be counted. When the capacitance changes by \(dC\), the charge changes by \(V\,dC\) and the source supplies the energy \(V^2dC\). The field energy \(CV^2/2\) takes up half of this. The other half is mechanical work, \(F\,dx=V^2dC/2\). The potential that governs the motion is therefore

\[
U(x)=\tfrac12Kx^2-\tfrac12C(x)V^2 ,
\]

with a minus sign before the electric term. The electric force is

\[
F=\frac{V^2}{2}\frac{dC}{dx}
=\frac{V^2}{2}\,\frac{4\varepsilon_0Agx}{(g^2-x^2)^2}
=\frac{2\varepsilon_0AgV^2x}{(g^2-x^2)^2}.
\]

It vanishes at \(x=0\), so the centre is an equilibrium at every voltage. For \(x>0\) it is positive: the nearer neighbour wins. Near the centre \(F\approx(2\varepsilon_0AV^2/g^3)x\), which acts as a spring of negative stiffness. The curvature of the potential is

\[
U''(0)=K-\frac{2\varepsilon_0AV^2}{g^3},
\]

and it vanishes at \(V=V_c\). Below \(V_c\) the centre is a minimum; above \(V_c\) it is a maximum.

At \(V_c\) itself the curvature does not decide. Let \(\xi=x/g\) and \(v=V/V_c\). Since \(\varepsilon_0AV_c^2=Kg^3/2\), the potential becomes

\[
U=\frac{Kg^2}{2}\left[\xi^2-\frac{v^2}{1-\xi^2}\right].
\]

Expanding \(1/(1-\xi^2)=1+\xi^2+\xi^4+\dots\) at \(v=1\) cancels the quadratic terms and leaves \(-(Kg^2/2)(1+\xi^4+\dots)\). This is a maximum, so the rigid line is already unstable at the threshold.

### The barrier below threshold

Away from the centre, force balance reads \(\xi=v^2\xi/(1-\xi^2)^2\). Dividing by \(\xi\) and taking the positive root, because \(|\xi|<1\), gives \(1-\xi^2=v\), or

\[
\xi_*=\pm\sqrt{1-v}.
\]

Between the centre and \(\xi_*\) the spring is the stronger force; beyond \(\xi_*\) the electric force is. These points are therefore maxima of \(U\). The bracket in \(U\) equals \((1-v)-v^2/v=1-2v\) there and \(-v^2\) at the centre. The difference is the barrier,

\[
\Delta U=\frac{Kg^2}{2}(1-v)^2 .
\]

As \(v\) rises to 1, the two maxima close in on the central minimum and remove it. This is a subcritical pitchfork: no stable bent state is waiting nearby, and the line runs to a neighbour.

Integration of the undamped equation of motion agrees. At \(v=0.98\) the formula puts the maximum at \(\xi_*=0.141\). A line released from rest at \(0.13g\) stayed bounded for the 200 time units \(\sqrt{m/K}\) that were followed, \(m\) being its mass, and one released at \(0.15g\) ran away. At \(v=1\), release at \(0.05g\) also led to escape.

### Why one neighbour is worse than two

With one neighbour, equilibrium at displacement \(y\) requires

\[
Ky=\frac{\varepsilon_0AV^2}{2(g-y)^2}
\quad\Rightarrow\quad
V^2=\frac{2K}{\varepsilon_0A}\,y(g-y)^2 .
\]

The largest voltage that permits an equilibrium follows from the derivative of \(y(g-y)^2\), which is \((g-y)(g-3y)\). It vanishes at \(y=g/3\), and

\[
V_1^2=\frac{2K}{\varepsilon_0A}\,\frac g3\,\frac{4g^2}{9}
=\frac{8Kg^3}{27\varepsilon_0A},
\qquad
\frac{V_c}{V_1}=\sqrt{\frac{27}{16}}=1.299 .
\]

The factor 27/16 can be read from the force gradients. One neighbour gives the negative stiffness \(\varepsilon_0AV^2/(g-y)^3\). At \(y=0\) this is half the value for two neighbours. But the lone neighbour pulls the line towards itself, and at \(y=g/3\) the smaller gap has raised the gradient by \((3/2)^3=27/8\). Two neighbours double the gradient but cancel the steady pull, so the gap never shrinks. The comparison is 27/8 against 2, at fixed \(K\), \(g\) and \(A\).

### An isolated charged line

Suppose the line is charged to \(Q=C(0)V=2\varepsilon_0AV/g\) at the centre and then disconnected. No source does work, and the potential is

\[
U_Q=\frac{Kx^2}{2}+\frac{Q^2}{2C}
=\frac{Kx^2}{2}+\frac{Q^2(g^2-x^2)}{4\varepsilon_0Ag}.
\]

Its curvature is \(K-Q^2/(2\varepsilon_0Ag)\). Inserting \(Q\) gives \(K-2\varepsilon_0AV^2/g^3\), the same as before. The reason is that \(dC/dx=0\) at the centre, so to first order in \(x\) a connected source has no charge to deliver. The behaviour at larger \(x\) does differ. Here \(U_Q\) is purely quadratic, so in the plate model the energy below threshold rises all the way to contact, with no barrier top beyond which the line would run away. At threshold the line is in neutral equilibrium.

## Second derivation: surface stress on an elastic line

Now take a line of length \(L\), height \(h\) and width \(w\), clamped at both ends, with Young's modulus \(E\). Its lateral displacement \(u(z,t)\) varies along its length. No energy function is used; the forces are followed directly.

If the line bends slowly on the scale of the gap, the field in the right gap is \(V/(g-u)\). A conductor surface in a field \(\mathcal E\) carries the charge density \(\varepsilon_0\mathcal E\) and feels the outward pull \(\varepsilon_0\mathcal E^2/2\). The half arises because the field averages to \(\mathcal E/2\) across the charge layer. The net force per length is

\[
p=\frac{\varepsilon_0hV^2}{2}\left[\frac1{(g-u)^2}-\frac1{(g+u)^2}\right].
\]

To first order \((g\mp u)^{-2}=g^{-2}(1\pm2u/g)\). The constant terms cancel and the linear terms add:

\[
p=\kappa u,\qquad \kappa=\frac{2\varepsilon_0hV^2}{g^3}.
\]

With mass per length \(\mu\) and second moment \(I=hw^3/12\), the equation of motion of a thin beam is

\[
\mu\ddot u=-EI\,u''''+\kappa u,
\qquad u=u'=0\ \text{at}\ z=0,L .
\]

Set \(u=\phi(z)e^{st}\). Then \(\phi''''=\beta^4\phi\), with

\[
\mu s^2=\kappa-EI\beta^4 .
\]

Multiplying \(\phi''''=\beta^4\phi\) by \(\phi\) and integrating by parts twice gives \(\int\phi''^2dz=\beta^4\int\phi^2dz\), because the end terms vanish at the clamps. Hence \(\beta^4>0\). The solution that satisfies both conditions at \(z=0\) is, up to a factor,

\[
\phi=\cosh\beta z-\cos\beta z-\sigma(\sinh\beta z-\sin\beta z).
\]

With \(q=\beta L\), the conditions \(\phi(L)=0\) and \(\phi'(L)=0\) read

\[
\cosh q-\cos q=\sigma(\sinh q-\sin q),
\]
\[
\sinh q+\sin q=\sigma(\cosh q-\cos q).
\]

Cross-multiplying removes \(\sigma\):

\[
(\cosh q-\cos q)^2=\sinh^2q-\sin^2q .
\]

Since \(\cosh^2q-\sinh^2q=1\) and \(\cos^2q+\sin^2q=1\), this reduces to \(\cosh q\cos q=1\). The first positive root is \(q=4.730\), with \(q^4=500.56\).

The mode with the smallest \(\beta\) is the first for which \(s^2\) becomes positive. This happens when \(\kappa\) exceeds \(EIq^4/L^4\). Multiplying the threshold condition by \(L\), and writing \(A=hL\), gives

\[
\frac{2\varepsilon_0AV_c^2}{g^3}=K,\qquad K=\frac{q^4EI}{L^3}.
\]

This is the same law, now with a value for \(K\). That stiffness belongs to a load distributed in proportion to the local displacement; it is not the stiffness against a point force at mid-span. Inserting \(I\) and \(A\) gives

\[
V_c^2=\frac{q^4Ew^3g^3}{24\varepsilon_0L^4}.
\]

The height cancels, because bending stiffness and electric force are both proportional to it. At fixed \(E\), \(w\) and \(g\), doubling the free length divides the threshold by four.

For the lowest mode \(s^2=(K/\mu L)(v^2-1)\). Below threshold the line vibrates at its zero-voltage frequency multiplied by \(\sqrt{1-v^2}\); above it, a small displacement grows exponentially. A drag force \(-c\dot u\) per length, with \(c>0\), changes the left side of the mode equation to \(\mu s^2+cs\). A positive root \(s\) still exists if and only if \(\kappa>EI\beta^4\), so drag slows the escape but does not move the threshold.

## What each derivation assumes

The energy argument needs one coordinate and a conservative force. It does not need plate fields: for any capacitance symmetric about the centre with \(C''(0)>0\), \(U''(0)=K-V^2C''(0)/2\), so \(V_c^2=2K/C''(0)\). The plate law enters through \(C''(0)=4\varepsilon_0A/g^3\). The argument also describes finite displacements, and so yields the barrier and the verdict at \(v=1\). It takes \(K\) as given.

The stress argument needs a local field law, slow bending and small displacements. It supplies \(K\), the shape of the unstable mode and the growth rate, and it admits drag. At \(v=1\) it gives \(s=0\) and cannot say whether the line is stable.

That question matters for a clamped line, because bending also stretches it. Let \(u=a\phi\), with \(\phi\) scaled so that its mean square is 1, and let \(I_1\) and \(I_4\) be the integrals of \((d\phi/d\zeta)^2\) and \(\phi^4\) over \(\zeta=z/L\) from 0 to 1. The line lengthens by \(\frac12\int u'^2dz=a^2I_1/(2L)\), so the strain is \(a^2I_1/(2L^2)\). The stretching energy is

\[
\frac{EhwL}{2}\left(\frac{a^2I_1}{2L^2}\right)^2=\frac{EhwI_1^2a^4}{8L^3}.
\]

The electric quartic term at threshold is \(-KI_4a^4/(2g^2)\), from the expansion of \(U\). With \(K=q^4Ehw^3/(12L^3)\) its size is \(q^4Ehw^3I_4a^4/(24L^3g^2)\). The ratio of stretching to electric term is

\[
R=\frac{3I_1^2}{q^4I_4}\,\frac{g^2}{w^2}
=\frac{3(12.303)^2}{500.56\times1.8519}\,\frac{g^2}{w^2}
=0.490\,\frac{g^2}{w^2}.
\]

Other modes are mixed in at order \(a^3\) and change the energy at order \(a^6\), so they do not affect this comparison. For \(R<1\) the line still jumps. For \(R>1\), which means \(g>1.43w\), it first bends continuously as \(V\) passes \(V_c\). The threshold is the same in both cases, since stretching adds no quadratic term. A nonlinear beam calculation at an rms displacement of \(0.02g\) confirmed the change: the equilibrium voltage lay below \(V_c\) for \(g/w=1\) and above it for \(g/w=2\).

## A suspended TiN line

Take a TiN line with \(w=20\) nm, \(h=40\) nm, \(g=20\) nm, \(L=1500\) nm and a rough modulus of 400 GPa. Then \(I=40\times20^3/12=26\,667\ \mathrm{nm^4}\), \(A=60\,000\ \mathrm{nm^2}\), and

\[
K=\frac{500.56\,(4\times10^{11})(2.6667\times10^{-32})}{(1.5\times10^{-6})^3}
=1.582\ \mathrm{N/m},
\]
\[
V_c=\sqrt{\frac{1.582\,(2\times10^{-8})^3}{2(8.854\times10^{-12})(6\times10^{-14})}}
=3.45\ \mathrm V .
\]

Diagonalizing the beam operator on a grid also gives 3.45 V. With only one neighbour, the clamped line bends and stretches before it snaps, at 2.74 V instead of the rigid-line 2.66 V, so here the second neighbour raises the voltage by a factor of 1.26. At 1 V, \(v=0.290\), and the line keeps 92% of its stiffness. The rigid-line formulas put the barrier top at \(20\sqrt{0.710}=16.9\) nm and its height at about 1000 eV. The clamped line bends unevenly and stretches. In the plate model its barrier is lower, about 650 eV, with mid-span near 19 nm from the centre. The gap left there is under 1.5 nm, where van der Waals attraction is not small: an assumed Hamaker constant of 1.5 to \(3\times10^{-19}\) J lowers the barrier to about 580 to 530 eV, with its top near 18 nm. Thermal energy at 378 K is 0.033 eV, and the lowest mode moves by 0.06 nm rms averaged along the line (0.10 nm at mid-span), so thermal escape at 1 V is negligible.

### An error of centring

Let the rest position be off centre by \(\delta=dg\), with \(x\) still measured from the midpoint. For a rigid line, force balance becomes \(\xi-d=v^2\xi/(1-\xi^2)^2\), or

\[
v^2=\left(1-\frac d\xi\right)(1-\xi^2)^2 .
\]

Stability is lost where this is largest. Setting the derivative of its logarithm to zero gives

\[
\frac{d}{\xi(\xi-d)}=\frac{4\xi}{1-\xi^2}
\quad\Rightarrow\quad
d=\frac{4\xi^3}{1+3\xi^2}.
\]

Then \(1-d/\xi=(1-\xi^2)/(1+3\xi^2)\), and

\[
v^2=\frac{(1-\xi^2)^3}{1+3\xi^2}.
\]

For small \(d\), \(\xi\approx(d/4)^{1/3}\) and \(v^2\approx1-6\xi^2\), so \(v\approx1-3(d/4)^{2/3}\). The power 2/3 makes small errors costly. For a rigid line with the same \(K\), an offset of 1 nm, 5% of the gap, lowers the voltage at which the line is lost by 16%, to 2.89 V. The line then fails 4.9 nm from the midpoint, not at zero displacement. For the clamped line, with bending and stretching included, the corresponding values are 2.93 V and about 6.5 nm at mid-span.

### The model beside real lines

The dimensions are in the rough range of suspended beams in nanoelectromechanical switches. An ordinary air-gap interconnect rests on dielectric and is much stiffer, so the example describes a line that has lost its support over 1500 nm, a long span for wiring. One assumption that is easily broken is zero film stress. A tension \(T=\sigma hw\) adds the force \(Tu''\) per length and, for the unstressed mode, the stiffness \(TI_1/L\). For \(\sigma=100\) MPa this is 0.66 N/m, or 41% of \(K\). Diagonalization gives 4.10 V in tension and 2.63 V in compression. At a compressive stress of 234 MPa the line buckles with no voltage at all. TiN films can carry larger stresses than that, so 3.45 V is no prediction for a line of unknown stress.

Two further effects lower the threshold. A two-dimensional field calculation, with neighbours 20 nm wide and a grounded boundary 60 nm above and below the lines, raises the electric stiffness by about 14% through the edge fields (grids of 2 nm and 1 nm give 16% and 15%, still falling because of the sharp corners, towards a converged 14%). It used a 4 nm shift and compared with the plate law at the same shift. The threshold falls to 3.2 V. The Casimir pressure between ideal metal plates, \(P=\pi^2\hbar c/(240g^4)\), is 8.1 kPa at 20 nm. Each gap contributes a negative stiffness \(4PA/g\), together 12% of \(K\), which alone would also give 3.2 V. Real metals reflect less than ideal ones, and at this gap the difference is large. For a Drude metal with a plasma energy of 5 to 9 eV, taken as a rough range for TiN, the Casimir stiffness is only about 0.7 to 1.4% of \(K\), and the threshold falls by less than 1%. Interband absorption in TiN, which the Drude model omits, strengthens the attraction somewhat.

The mean field at \(V_c\) is 1.7 MV/cm. The applied 3.45 V is smaller than a rough work function of 4.5 eV, so ordinary field emission through a thin triangular barrier cannot occur. With an assumed tenfold enhancement over both faces, the triangular-barrier estimate listed in the output, \(3\times10^{-15}\) A with a tunnelling exponent of 31, would need a potential drop of 4.4 V within 2.5 nm, more than is applied; it is only a loose upper bound. With the drop limited to 3.45 V, a barrier of about 1 eV remains across most of the gap, the exponent is about 200 or more, and vacuum tunnelling is negligible. This does not cover conduction along contaminated surfaces. The numerical output below lists the main values used here.

## Computed results

```
Line width w = 20 nm
Line height h = 40 nm
Gap g = 20 nm
Free length L = 1500 nm
Young's modulus (rough, TiN) = 400 GPa
Clamped-line root q = 4.73004
q^4 = 500.56
Second moment I = 26667 nm^4
Facing area A = 60000 nm^2
Effective spring K = 1.5820 N/m
Threshold V_c (formula) = 3.4513 V
Threshold from energy curvature = 3.4513 V
Threshold from beam diagonalization = 3.4510 V
Mean field at V_c = 1.726 MV/cm
One-neighbour pull-in voltage = 2.6568 V
Ratio V_c / one-neighbour value = 1.2990
Voltage of use = 1.00 V, v = 0.2897
Remaining stiffness fraction 1-v^2 = 0.9160
Unstable equilibrium at 16.86 nm
Barrier at voltage of use = 996 eV
Centring error = 1.0 nm, d = 0.050
Fold displacement from midpoint = 4.91 nm
Fold voltage / V_c, exact = 0.8386
Fold voltage / V_c, small-d law = 0.8384
Fold voltage = 2.894 V
Mode integrals I1 = 12.301, I4 = 1.8518
Stretching / electric quartic ratio R = 0.490
g/w at which R = 1: 1.429
Fringing factor on electric stiffness = 1.147
Same factor on coarser grid = 1.159
Added-height plate check (ideal 1) = 1.0004
V_c with fringing = 3.22 V
Assumed residual stress size = 100 MPa
V_c with tensile stress = 4.10 V
V_c with compressive stress = 2.63 V
Buckling stress = 234 MPa
Casimir pressure, ideal metal = 8.13 kPa
Casimir stiffness / K = 0.123
V_c with ideal Casimir force = 3.23 V
Temperature of use = 378 K
Thermal energy kT = 0.0326 eV
Thermal rms displacement = 0.060 nm
Work function (rough) = 4.5 eV
Assumed field enhancement = 10
Local field at V_c = 17.3 MV/cm
Tunnelling exponent = 31.4
Field-emission density at V_c = 2.3e-06 A/cm2
Field-emission current at V_c = 2.7e-15 A
```
